# Choosing the Truncation Threshold and Step Count in SP2 Density-Matrix Purification

## What the two settings can depend on

Let $H$ be the one-electron matrix of a tight-binding calculation and $P$ the projector on its $N_o$ lowest, doubly occupied levels. Replacing $H$ by $cH+b$, with $c>0$, changes the unit and the zero of energy but leaves $P$ unchanged. If a method first maps the spectrum onto a fixed interval, its number of steps therefore cannot depend on the gap $G$ in hartree. It can depend on $G$ divided by the width $W$ of the spectrum, and on where the gap and the other levels lie within that width.

The form of the dependence follows from a scaling argument. A polynomial step stretches a very small separation between two eigenvalues by its local slope, which does not depend on the separation. Starting with a gap ten times smaller thus costs a fixed average number of extra steps, so that

$$n\simeq A\ln(W/G)+B .$$

There is also a symmetry: exchanging electrons and holes replaces $x$ by $1-x$ in what follows, so every statement about occupied levels has a mirror image for empty ones.

Second-order spectral projection, SP2, is a method of this kind. Its user sets a threshold below which matrix elements are discarded, and a step limit or convergence tolerance. The analysis below gives $A$ and shows how the threshold acts on the result.

## The two polynomials

I take $H$ real and symmetric in an orthonormal basis; with an overlap matrix $S$, it stands for $S^{-1/2}HS^{-1/2}$. The electrons are at zero temperature and $G>0$. Let $e_{lo}$ and $e_{hi}$ enclose the spectrum, and let $W=e_{hi}-e_{lo}$. The start is

$$X_0=(e_{hi}-H)/W .$$

Its eigenvalues lie in $[0,1]$, with the occupied levels on top. They must be driven to 1 and the others to 0.

A quadratic $p$ with $p(0)=0$ and $p(1)=1$ has the form $p(x)=ax^2+(1-a)x$, with slopes $p'(0)=1-a$ and $p'(1)=1+a$. Errors near 0 vanish quadratically if $p'(0)=0$, so $a=1$; errors near 1 do so if $a=-1$. The two choices are

$$x^2\qquad\text{and}\qquad 2x-x^2=1-(1-x)^2 .$$

They are mirror images, and each costs one matrix multiplication. Both increase on $[0,1]$, so the order of the levels is kept, and a polynomial of $X$ has the eigenvectors of $X$.

Call $h$ and $l$ the current images of the HOMO and the LUMO, and $d=h-l$ their separation, initially $d_0=G/W$. All other levels lie further out, so in the spectral norm, used throughout,

$$\|X_n-P\|=\max(1-h,\,l).$$

If $G=0$, then $h=l$ at every step and the method cannot separate the levels.

## Which polynomial to apply

The trace rule squares if $\mathrm{Tr}X>N_o$ and otherwise applies $2X-X^2$. It needs no chemical potential. Put $t=\mathrm{Tr}X-N_o$ and $q=\mathrm{Tr}X-\mathrm{Tr}X^2$. The two polynomials leave trace errors $t-q$ and $t+q$, and

$$(t+q)^2-(t-q)^2=4tq .$$

While the eigenvalues lie in $[0,1]$, $q\ge0$. For $q>0$ the trace rule therefore selects the polynomial whose trace is nearer to $N_o$.

The frontier rule squares if $h+l\ge1$. It needs estimates of the HOMO and LUMO energies, for instance from a preceding self-consistency cycle. The two numbers $h,l$ can then be iterated alone, which fixes the whole sequence of polynomials before any matrix is multiplied.

The rules are related. Since

$$\mathrm{Tr}X-N_o=\sum_{\rm empty}x-\sum_{\rm occ}(1-x),$$

this difference becomes $l-(1-h)=h+l-1$ once all levels except the frontier pair have converged, and the rules then agree.

## Why the count is logarithmic

Squaring changes the gap to $h^2-l^2=(h+l)d$; the other polynomial changes it to $(2-h-l)d$. Neither factor exceeds 2. For any selection rule, reaching $d=2/3$ therefore takes at least $\log_2[(2/3)/d_0]$ steps.

An upper bound needs a minimum growth. Under the frontier rule the factor is never below 1, but it can equal 1, so I consider two steps together. Let $m=(h+l)/2\ge1/2$; the case $m<1/2$ is its mirror image. The first step squares and multiplies the gap by $2m$. The new midpoint is

$$m'=\frac{h^2+l^2}{2}=m^2+\frac{d^2}{4},$$

and the second factor is $2\max(m',1-m')$. The value $m'=1/2$ occurs at $m_*=\sqrt{1/2-d^2/4}$, which is at least $1/2$.

- If $m\ge m_*$, the product is $4mm'\ge2m\ge2m_*=\sqrt{2-d^2}$.
- If $1/2\le m<m_*$, the product is $4m(1-m^2-d^2/4)$. It is concave in $m$, so its minimum is at an end of the interval. The ends give $(3-d^2)/2$ and $\sqrt{2-d^2}$. The second is not larger, because $(3-d^2)^2/4-(2-d^2)=(1-d^2)^2/4\ge0$.

Two steps thus multiply the gap by at least $\sqrt{2-d^2}$, and this value is attained at $m=m_*$. For $d\le0.2$ it is at least $\sqrt{1.96}=1.4$; for $d\le2/3$ it is at least $\sqrt{14}/3\approx1.247$. Going from $0.2$ to $2/3$ takes at most $2\lceil\ln(10/3)/\ln1.247\rceil=12$ steps. For $d_0<0.2$, the number of steps to $d=2/3$ therefore obeys

$$n_1\le2\left\lceil\frac{\ln(0.2/d_0)}{\ln1.4}\right\rceil+12 .$$

With the lower bound, this proves logarithmic growth for the frontier rule, wherever the gap lies in the spectrum.

### The final phase

Let $a=1-h$, $b=l$ and $E=a+b=1-d$. By symmetry take $b\ge a$, so the first step squares: $b_1=b^2$ and $a_1=2a-a^2$.

If $a_1>b_1$, the second step is $2x-x^2$. Then $a_2=a_1^2\le4a^2$ and $b_2=2b_1-b_1^2\le2b^2$. At fixed $E$ the sum $4a^2+2b^2$ is convex, so its maximum lies at $a=0$ or $a=b$, where it equals $2E^2$ or $3E^2/2$.

If $b_1\ge a_1$, the second step squares again. Then $b_2=b^4$ and $a_2=2a_1-a_1^2\le2b_1-b_1^2=2b^2-b^4$, so the sum is at most $2b^2\le2E^2$.

In both cases $E''\le2E^2$ after two steps. Starting from $E\le1/3$, $k$ such pairs give $2E\le(2/3)^{2^k}$. A tolerance of $10^{-10}$ needs $k=6$, hence at most 12 further steps. A tighter tolerance is cheap; a smaller gap is what costs steps.

### The typical count

For a small gap at position $x$, one frontier-rule step multiplies $d$ by $2\max(x,1-x)$. The mean logarithm of this factor along computed orbits is $\lambda=0.210$. Hence $A=1/\lambda$, or $\ln10/\lambda=11.0$ steps per decade of $W/G$. Direct counts with gaps placed at random give the same slope. For $d_0=10^{-4}$ the mean count to a tolerance of $10^{-10}$ is 51.4, and subtracting four decades at 11.0 steps leaves 7.4. This gives a working estimate:

$$n\approx7+11\log_{10}(W/G).$$

For the trace rule I have no proof with these constants. The gap can even shrink in one step: with one occupied level at $0.3$ and ten empty ones at $0.2$, the rule squares and the gap falls from $0.10$ to $0.05$. What does grow at every step, for either polynomial, is the odds ratio $h(1-l)/[l(1-h)]$. Squaring changes the odds $x/(1-x)$ to

$$\frac{x^2}{1-x^2}=\frac{x}{1-x}\,\frac{x}{1+x},$$

and $x/(1+x)$ is larger for $h$ than for $l$; the other polynomial is the mirror image. In the example the ratio rises from 1.71 to 2.37. Counts for evenly spaced levels with a small gap also give 11.0 steps per decade under the trace rule.

## What discarding matrix elements does

At step $i$ truncation adds a symmetric error $E_i$ to the matrix. Squaring turns an error $E$ in $X$ into $XE+EX+E^2$, about $2\|E\|$ at worst. Repeating this estimate gives a factor $2^n$, which is useless. A better estimate separates two effects: a rotation of the occupied subspace, and a shift of the eigenvalues.

Let $A$ be the matrix before truncation, with gap $d$, and $A'=A+E$. Let $P$ and $P'$ here project on their $N_o$ highest eigenvectors, and put $Q'=1-P'$ and $Y=Q'P$. Since $Q'$ commutes with $A'$ and $P$ with $A$,

$$A'Y-YA=Q'(A'-A)P=Q'EP\equiv R .$$

The derivative of $e^{sA'}Ye^{-sA}$ with respect to $s$ is $e^{sA'}Re^{-sA}$. On the subspaces involved, $A'$ is at most $l+\|E\|$, because a perturbation shifts no ordered eigenvalue by more than its norm, and $A$ is at least $h$. For $\|E\|<d$ the expression decays, and integration gives

$$Y=-\int_0^\infty e^{sA'}Re^{-sA}\,ds,\qquad \|Y\|\le\frac{\|E\|}{d-\|E\|}.$$

For projectors of equal rank $\|P'-P\|=\|Q'P\|$. Indeed $(P-P')^2$ has the blocks $PQ'P$ and $QP'Q$, with $Q=1-P$, and both have largest eigenvalue $1-\sigma^2$, where $\sigma$ is the smallest singular value of $P'P$ between the two occupied subspaces.

The polynomial steps rotate nothing, provided that eigenvalues pushed slightly outside $[0,1]$ do not change the order of occupied and empty levels. The triangle inequality then adds the rotations:

$$\|P'_n-P\|\le\sum_{i=0}^{n}\frac{\|E_i\|}{d_i-\|E_i\|}.$$

Here $P$ is again the wanted projector, $P'_n$ the one belonging to the final truncated matrix, and $d_i$ the gap just before truncation $i$.

The factor $1/d_i$ is real. An element $\varepsilon$ coupling HOMO and LUMO rotates them by $\theta$ with $\tan2\theta=2\varepsilon/d_i$, so $\sin\theta\approx\varepsilon/d_i$ for $\varepsilon\ll d_i$.

While the gap grows, an error of given norm that couples HOMO and LUMO thus does more harm early than late. For other pairs of levels this need not hold, because their separation in $X$ can shrink while the gap grows. For equal norms $\varepsilon\ll d_0$ and the frontier rule, the gap at the start of successive pairs of steps grows by at least $\sqrt{14}/3$. Up to $d=2/3$,

$$\sum_i\frac{d_0}{d_i}\le\frac{2}{1-3/\sqrt{14}}\approx10.1 .$$

The rotation is then of order $\varepsilon/d_0$, without a further factor $n$ from the small-gap phase.

### Energies and other properties

The band energy is $2\,\mathrm{Tr}(HP)$. Because $H$ has no block between occupied and empty levels, a rotated projector $P'$ changes it by

$$\Delta E=2\,\mathrm{Tr}(H\,QP'Q)-2\,\mathrm{Tr}(H\,PQ'P).$$

Both positive matrices $QP'Q$ and $PQ'P$ have the trace $s=\mathrm{Tr}(PQ')$. The first is weighted by empty levels and the second by occupied ones, so

$$2Gs\le\Delta E\le2(e_{max}-e_{min})s ,$$

with the true extreme levels on the right. Since $s$ is a sum of squared sines, this error is of second order in the rotation. The expectation value of a matrix that couples occupied and empty levels, such as an atomic charge, can change in first order; for a site charge $2P_{ii}$ the error is bounded by twice the rotation $\|P'-P\|$, and it may lie far below that bound. In the ring below, the largest site-charge errors in the orthonormal basis are $1.4\times10^{-4}$, $8\times10^{-6}$ and $3\times10^{-7}$ for the three thresholds. A good energy is therefore no proof of good charges. Wrong occupations, that is, eigenvalues of the final $X$ that are not 0 or 1, also enter the energy in first order.

## A worked ring

The model has 300 sites and 150 occupied levels, alternating hoppings of 0.10 and 0.08 hartree, neighbour overlaps of 0.20 and 0.16, and a weak site modulation of amplitude 0.01 hartree. These are round model parameters, not those of a material. The gap is 0.0400 hartree (1.09 eV). Row sums of $H$ (Gershgorin bounds) give $W=0.5117$ hartree, so

$$d_0=0.0400/0.5117=0.078 .$$

The estimate gives $7+11\log_{10}(12.8)\approx19$ steps. The trace rule takes 21 and ends $5\times10^{-13}$ from the projector found by diagonalization. The frontier rule takes 22, with a slightly different stopping condition; its proved limit is $6+12+12=30$. The gap can be varied by changing the alternation of the hoppings. In rings of 40000 sites without site modulation, with the alternation chosen to give $W/G$ near 10, 120, 1200 and 12000, the trace rule needs 19, 31, 43 and 53 steps.

A HOMO–LUMO coupling of $10^{-6}$ inserted at the start yields a final rotation of $1.28\times10^{-5}$, equal to $10^{-6}/0.0782$. Inserted at step 8, it yields $2.5\times10^{-6}$.

Discarding elements below a fixed threshold in the 22-step sequence gives the following results, with the filling counted after each truncation:

| Threshold | Rotation | Bound | Peak filling |
|---|---|---|---|
| $10^{-4}$ | $2.2\times10^{-3}$ | $2.0\times10^{-2}$ | 26 % |
| $10^{-5}$ | $3.0\times10^{-4}$ | $2.1\times10^{-3}$ | 36 % |
| $10^{-6}$ | $3.4\times10^{-5}$ | $2.1\times10^{-4}$ | 51 % |

The rotation is 22 to 34 times the threshold. The naive doubling estimate for the first row is about 970, although no two projectors differ by more than 1 in norm.

The energy errors of the rotated projectors are $1.1\times10^{-5}$, $1.3\times10^{-7}$ and $1.6\times10^{-9}$ hartree. They fall by about 80 for each factor of ten in the threshold. An error of second order in the rotation would fall by 100 if all rotations were proportional to the threshold; the table shows that the largest one falls by somewhat less than ten. At $10^{-4}$ the unprojected matrix has an energy error of only $-3.7\times10^{-7}$ hartree: its occupation errors, up to $7\times10^{-4}$, contribute about $-1.1\times10^{-5}$ and nearly cancel the rotation term. Because the trace of this matrix differs from $N_o$ by $-7\times10^{-8}$, the total also depends on the zero of energy: shifting $H$ by $\pm0.3$ hartree moves it by $\mp4\times10^{-8}$. Nothing derived here guarantees such a cancellation, so the small total should not be read as accuracy.

## Setting the controls

**Energy bounds.** They must enclose the spectrum, but loose bounds are usually cheap: by the working estimate, doubling $W$ costs about $11\log_{10}2\approx3$ steps. The cost is higher if a small gap lay close to an end of the interval, where each step nearly doubles it, and is moved inward: for $W/G=10^4$ and a gap at $x=0.99$, widening the interval equally on both sides to $2W$ raises the frontier-rule count from 42 to 55. Doubling $W$ also halves $d_0$, and so doubles the rotation caused by a given small HOMO–LUMO coupling in $X_0$. Bounds that are too narrow put eigenvalues outside $[0,1]$, where $k$ successive squarings turn $1+\varepsilon$ into $(1+\varepsilon)^{2^k}$.

**Step limit.** Take the working estimate with a margin. The trace rule can need a wider margin when only a small fraction of the levels is occupied, as in a large basis. For example, take 40 occupied levels among 20000, evenly spaced on each side of a gap centred at $x=0.8$, with $W/G=1000$: the trace rule needs 58 steps and the frontier rule 40. Unevenly spaced levels can have the same effect even at half filling, for instance when most empty levels lie close to the gap and most occupied ones far from it. A high count alone is therefore no proof of a small gap, which should be computed separately. For a metal, $G\to0$ and the zero-temperature projector is the wrong target for this method.

**Threshold.** Choose the tolerated rotation $\theta$, not the energy error, if charges matter. For equal truncation norms, $\|E_i\|\approx\theta d_0/10$ under the frontier rule keeps the rotation from the small-gap phase below about $\theta$, to leading order. An element threshold $\tau$ is not this norm: if at most $r$ elements are dropped in any row, the row-sum bound gives $\|E_i\|\le r\tau$. When $d_0$ shrinks along a reaction path, the allowed norm $\theta d_0/10$ shrinks with it, and $\tau$ may have to be lowered.

**Gap-controlled truncation.** If the program can limit the norm of what it drops, allow

$$\|E_i\|\le\frac{t\,d_i}{1+t},\qquad t=\frac{\theta}{n+1}.$$

Each term of the rotation bound is then at most $t$, and the $n+1$ truncations add up to at most $\theta$. In the ring, $\theta=10^{-3}$ gives $t=10^{-3}/23=4.3\times10^{-5}$ and a first allowance of $3.4\times10^{-6}$. The actual rotation is $3.2\times10^{-5}$ and the bound $1.5\times10^{-4}$. The bound lies below the budget because the allowance was imposed on the Frobenius norm, which is never smaller than the spectral norm. The filling is 51 %, as for the fixed threshold $10^{-6}$ with nearly the same rotation. The gain here is a guaranteed error, not a sparser matrix. The guarantee requires the actual gaps $d_i$, found here by diagonalizing the matrix at every step, or lower bounds to them.

**Stopping.** Truncation leaves a level of error at which the occupations hardly improve any more, and further steps may do harm. With an occupied eigenvalue at $1+10^{-6}$ and an empty one at 0, the sign of the trace error keeps demanding squares, and ten steps raise the error to $1.0\times10^{-3}$. Outside $[0,1]$ the quantity $q$ can be negative, so choosing the nearer trace is then a different rule; in this case it removes the error. In a large matrix signed errors can cancel in the trace, and an occupation error can then still grow for a few steps. A sequence fixed in advance from the frontier energies avoids the feedback, provided it ends once $h$ and $l$ have converged. If it is continued until $h$ rounds to 1, the frontier rule also squares at every step.

With the frontier rule, convergence can also be monitored. Once $h>1/2>l$, the largest occupation error $\eta<1/2$ follows from $\eta(1-\eta)=\|X-X^2\|$ for eigenvalues in $[0,1]$. Before that the norm can mislead, because it does not distinguish $\eta$ from $1-\eta$. Since $\eta\le E\le2\eta$, the result $E''\le2E^2$ implies $\eta''\le8\eta^2$ after two steps. This holds if the polynomials are chosen from the actual $h$ and $l$. Once $\eta<1/8$, a violation then shows that truncation or rounding has taken over, and the iteration should stop. If the sequence was fixed from inaccurate frontier energies, a violation can also mean that its polynomials do not suit the actual levels. The numerical output lists the remaining values for the ring and the ensembles.

## Numbers as computed

```
ring: 300 sites, 150 occupied levels
hoppings 0.10, 0.08; site amplitude 0.01 hartree
neighbour overlaps 0.20, 0.16
lowest, highest level -0.13251, 0.28160 hartree
HOMO, LUMO -0.01918, 0.02084 hartree
gap 0.04001, Gershgorin width 0.51168 hartree
start: h 0.61102, l 0.53282, gap/width 0.07820
trace rule step  0: Tr X - n_occ   7.25e-01, h 0.61102, l 0.53282
trace rule step  3: Tr X - n_occ   3.51e+01, h 0.84579, l 0.73703
trace rule step  6: Tr X - n_occ   7.57e+00, h 0.76160, l 0.50308
trace rule step  9: Tr X - n_occ  -3.66e+00, h 0.67836, l 0.19548
trace rule step 12: Tr X - n_occ   2.13e+00, h 0.96150, l 0.23338
trace rule step 15: Tr X - n_occ  -1.19e-02, h 0.98863, l 0.01123
trace rule step 18: Tr X - n_occ  -2.24e-03, h 0.99948, l 0.00000
trace rule step 21: Tr X - n_occ   3.13e-13, h 1.00000, l 0.00000
sequence (S: X^2, D: 2X-X^2) SDDSSDSDSDSDSDSDSSDSD
trace rule: 21 steps, |X-P| = 4.9e-13
gap 0.010: least two-step growth 1.4143, formula 1.4142
gap 0.200: least two-step growth 1.4000, formula 1.4000
gap 0.500: least two-step growth 1.3229, formula 1.3229
gap 0.667: least two-step growth 1.2472, formula 1.2472
gap/width 1e-04: steps mean 51.4, max 54, bound 70
gap/width 1e-06: steps mean 73.4, max 76, bound 98
gap/width 1e-08: steps mean 95.2, max 98, bound 124
largest sum of gap_0/gap_i 5.72, limit 10.09
mean log growth per step 0.2098; steps/decade from it 10.98
steps/decade counted, frontier rule 10.97
steps/decade counted, trace rule 10.97
long ring, width/gap      10.3: 19 trace-rule steps
long ring, width/gap     117.4: 31 trace-rule steps
long ring, width/gap    1188.8: 43 trace-rule steps
long ring, width/gap   11903.1: 53 trace-rule steps
skewed case: gap 0.100 -> 0.050, odds ratio 1.714 -> 2.374
frontier rule on the ring: 22 steps
error 1e-06 at step 0: final 1.279e-05, error/gap 1.279e-05
error 1e-06 at step 4: final 5.458e-06, error/gap 5.458e-06
error 1e-06 at step 8: final 2.452e-06, error/gap 2.452e-06
threshold 1e-04: rotation 2.19e-03, bound 2.01e-02, naive 9.7e+02
  occupation error 7.3e-04, filling 26.0 %
  energy error raw -3.7e-07, projector 1.1e-05 hartree
threshold 1e-05: rotation 3.01e-04, bound 2.14e-03, naive 1.6e+02
  occupation error 8.4e-05, filling 35.5 %
  energy error raw 1.8e-07, projector 1.3e-07 hartree
threshold 1e-06: rotation 3.41e-05, bound 2.09e-04, naive 1.1e+01
  occupation error 9.3e-06, filling 50.7 %
  energy error raw 1.8e-09, projector 1.6e-09 hartree
gap-controlled, budget 1e-03: rotation 3.22e-05, bound 1.47e-04, naive 4.3e+00
  occupation error 7.9e-06, filling 50.9 %
  energy error raw 1.9e-09, projector 1.5e-09 hartree
occupation 1+1e-6 after 10 steps: error 1.02e-03 (sign), 0.0e+00 (nearer)
```
